\section*{Linear shrinkage and lifetime of an isolated spherical amorphous pocket}

\section{Result and conditions}

An amorphous sphere of initial radius $r_0$ lies alone in a crystal held at constant temperature. If atoms join the crystal at a fixed net rate $k$ per unit interface area, the radius and the lifetime are
\begin{equation}
r(t)=\max(r_0-vt,\,0),\qquad v=k\Omega,\qquad \tau=\frac{r_0}{v},
\label{eq:result}
\end{equation}
where $\Omega$ is the volume per amorphous atom. The speed $v$ is positive and denotes the inward motion of the interface.

The result rests on a condition: the factor $k$ between rate and area must not depend on radius, time or interface direction. The derivation also treats the pocket as a continuum and gives an atom the same volume in both phases. It leaves out strain, impurities, and any surplus or lack of atoms that would remain as defects. ``Isolated'' means that the pocket neither touches nor influences another one. Direction, curvature and the discreteness of atoms are taken up below, each on its own.

\section{Derivation}

Let $N$ be the number of amorphous atoms, $V=N\Omega$ the pocket volume and $A$ its interface area. The rate law is
\begin{equation}
\frac{dN}{dt}=-kA .
\label{eq:rate}
\end{equation}
The minus sign expresses loss from the amorphous phase. Multiplication by the constant $\Omega$ gives $dV/dt=-k\Omega A$. For a sphere,
\begin{equation}
V=\frac{4\pi r^3}{3},\qquad \frac{dV}{dr}=4\pi r^2=A,
\end{equation}
so that the chain rule yields
\begin{equation}
A\frac{dr}{dt}=\frac{dV}{dt}=-k\Omega A .
\end{equation}
As long as $r>0$, the area is nonzero and can be divided out:
\begin{equation}
\frac{dr}{dt}=-k\Omega=-v .
\label{eq:drdt}
\end{equation}
Integration from $r(0)=r_0$ gives $r=r_0-vt$, which reaches zero at $\tau=r_0/v$. From then on $A=0$, so Eq.~\eqref{eq:rate} keeps the pocket absent. This is the reason for the maximum in Eq.~\eqref{eq:result}.

The area cancels because a layer of thickness $dr$ contains a number of atoms proportional to the area, and the rate of removing them is proportional to the same area. A large pocket loses more atoms per second than a small one, but both lose the same thickness per second.

Since $N\propto r^3$, the atom number follows
\begin{equation}
N(t)=N_0\left(1-\frac{t}{\tau}\right)^3,\qquad
N_0=\frac{4\pi r_0^3}{3\Omega},
\label{eq:number}
\end{equation}
for $0\le t\le\tau$. Solving the second relation for $r_0$ gives
\begin{equation}
\tau=\frac{1}{v}\left(\frac{3\Omega N_0}{4\pi}\right)^{1/3}.
\end{equation}
Eight times as many atoms therefore live twice as long, at fixed $k$ and $\Omega$. The initial loss rate must not be extrapolated to find the lifetime, because
\begin{equation}
\frac{N_0}{kA_0}=\frac{4\pi r_0^3/(3\Omega)}{4\pi r_0^2k}
=\frac{r_0}{3k\Omega}=\frac{\tau}{3}.
\label{eq:third}
\end{equation}
The real lifetime is three times as long, since the area falls as the pocket shrinks.

\subsection*{What a different rate law would do}

Suppose that the areal rate varies with radius so that the speed is $v_a(r/a)^m$, with a reference radius $a$ and $m<1$. Separation of variables gives
\begin{equation}
\tau=\int_0^{r_0}\frac{dr}{v_a(r/a)^m}
=\frac{a^m r_0^{1-m}}{(1-m)v_a}.
\end{equation}
The lifetime is proportional to $r_0$ when $m=0$, which is the stated law. At $m=1$ the loss rate is proportional to volume; then $r$ decays exponentially and the continuum pocket has no finite lifetime. Within this family, the dependence of lifetime on size thus distinguishes an interface process of constant speed from the alternatives.

\section{Use in a process model}

\subsection*{Changing temperature}

If $v$ depends on time through the temperature $T(t)$, but not on $r$, integration of Eq.~\eqref{eq:drdt} gives
\begin{equation}
r(t)=r_0-\int_0^t v(T(t'))\,dt'
\label{eq:ramp}
\end{equation}
until the right side reaches zero. The radius is then no longer linear in time, but all pockets that survive the same thermal history still lose the same thickness. With $v_j$ constant during a time step $\Delta t_j$, the update
\begin{equation}
r_{j+1}=\max(r_j-v_j\Delta t_j,\,0)
\end{equation}
has no integration error within that step. It is simpler to advance $r$ than $N$: an explicit step in $N$ can overshoot to a negative number, for which $N^{2/3}$ is no longer a meaningful area factor.

\subsection*{Many separate pockets}

Let $f_0(r_0)\,dr_0$ be the number of pockets per unit volume with initial radii in $dr_0$. At constant $v$, those with $r_0>vt$ survive. Their number density $n_p$ and amorphous volume fraction $\phi$ are
\begin{align}
n_p(t)&=\int_{vt}^{\infty}f_0(r_0)\,dr_0,\\
\phi(t)&=\int_{vt}^{\infty}\frac{4\pi}{3}(r_0-vt)^3f_0(r_0)\,dr_0 .
\end{align}
These sums require that pockets do not overlap.

During implantation, pockets may also be created. Take a constant creation rate $G$ per unit volume and time, one initial radius, and a speed unaffected by the beam. After a time longer than $\tau$, the pockets present have ages between zero and $\tau$, and
\begin{equation}
\phi=G\int_0^\tau V_0\left(1-\frac{t}{\tau}\right)^3dt
=\frac{GV_0\tau}{4}=\frac{\pi G r_0^4}{3v},
\label{eq:steady}
\end{equation}
where $V_0=4\pi r_0^3/3$. The fourth power combines the initial volume with the lifetime. Isolation asks for more than $\phi\ll1$. A new pocket touches an old one of radius $r$ if their centres are closer than $r_0+r$. With random positions, the mean number of old pockets it meets is
\begin{equation}
G\int_0^\tau\frac{4\pi}{3}\left[r_0+r(t)\right]^3dt=\frac{15}{4}\,GV_0\tau=15\phi .
\end{equation}
The pockets are therefore isolated only if $15\phi\ll1$. At $\phi=0.02$ about a quarter of the new pockets already touch an old one. A pocket can also be touched later by a newer one. Each contact involves two pockets, so the mean number of contacts over a whole life is $30\phi$, and at $\phi=0.02$ nearly half of all pockets are touched at some time.

\section{A pocket in silicon}

The example is a pocket of radius $r_0=3.0$ nm annealed at 823 K. Its speed is taken from planar regrowth along $\langle100\rangle$,
\begin{equation}
v=v_0\exp\left(-\frac{E_a}{k_BT}\right),
\end{equation}
with rough typical values $v_0=5\times10^{15}$ nm/s and $E_a=2.7$ eV. The atomic volume is rounded to $\Omega=0.020$ nm$^3$. With $k_BT=0.07092$ eV,
\begin{align}
v&=5\times10^{15}\,e^{-2.7/0.07092}\ \text{nm/s}=0.146\ \text{nm/s},\\
k&=\frac{v}{\Omega}=\frac{0.1462}{0.020}=7.31\ \text{nm}^{-2}\,\text{s}^{-1},\\
\tau&=\frac{3.0}{0.1462}\ \text{s}=20.5\ \text{s}=0.342\ \text{min}.
\end{align}
The extra digits allow the arithmetic to be followed; the rough inputs do not fix a real lifetime so closely.

The pocket begins with 5655 atoms. At half its lifetime the radius is 1.50 nm and 707 atoms remain, one eighth of the initial number. At three quarters the radius is 0.75 nm and 88 atoms remain. For a pocket that stays spherical, the last quarter of the lifetime thus removes less than 2\% of the atoms, so a measurement of amorphous volume is a weak probe of the moment of disappearance.

Numerical integration of Eq.~\eqref{eq:rate} in the variable $N$, up to $0.95\tau$, departs from the linear radius by at most $6.2\times10^{-11}$ nm. Separate quadratures of $dN/(kA)$ give lifetimes of 10.26, 20.51 and 41.03 s for radii of 1.5, 3.0 and 6.0 nm. These agree with proportionality at fixed temperature. The numerical output lists the other values.

\section{When speed depends on direction}

Regrowth in silicon is much slower along $\langle111\rangle$ than along $\langle100\rangle$, so the pocket does not stay spherical. Let a front with unit normal $\mathbf n$ advance at a speed $v(\mathbf n)$, with $v(-\mathbf n)=v(\mathbf n)$ and a largest value $v_{\max}$ at $\mathbf n=\mathbf n_*$. Assume that a region enclosed by another stays enclosed when both evolve by this law. This is reasonable for a local law on smooth fronts: where two fronts touch, their normals coincide and so do their speeds. A strongly anisotropic speed also produces edges and corners, where the normal is undefined. There the assumption is an added rule, namely that a corner simply follows the faces that meet at it. A real interface need not obey this rule, for example if defects form where fronts meet, and the results of this section hold only as far as it does.

Two bounds then determine the lifetime.

First, consider a sphere that starts with radius $r_0$ and shrinks at $v_{\max}$ in all directions. Nowhere does it retreat more slowly than the pocket boundary would at the same normal. It therefore remains inside the pocket, and the centre stays amorphous at least until $r_0/v_{\max}$.

Second, the initial pocket lies in the half-space $\mathbf x\cdot\mathbf n_*\le r_0$. The planar edge of that half-space moves inward at $v_{\max}$. Symmetry supplies the opposite plane, so the pocket remains in the slab
\begin{equation}
|\mathbf x\cdot\mathbf n_*|\le r_0-v_{\max}t .
\end{equation}
The slab has no thickness left at $t=r_0/v_{\max}$. The two bounds coincide:
\begin{equation}
\tau=\frac{r_0}{v_{\max}} .
\label{eq:aniso}
\end{equation}
Proportionality survives, although the total loss rate is now an integral of $v(\mathbf n)/\Omega$ over a changing shape and not a constant times the area. The speed to use is the largest one, not an average over directions.

If the $\langle100\rangle$ directions are the fastest, three pairs of planes enclose the pocket in a cube of side $2s$, where $s=r_0-v_{\max}t$. The inner sphere has radius $s$. Hence
\begin{equation}
\frac{4\pi s^3}{3}\le V(t)\le 8s^3,\qquad
\frac{8s^3}{4\pi s^3/3}=\frac{6}{\pi}=1.91 .
\end{equation}
In the silicon example the lifetime stays at 20.5 s, because $v$ was already the $\langle100\rangle$ speed. The volume left at a given time can exceed the spherical value by a factor of at most 1.91.

A two-dimensional calculation tests the argument. A disc of radius 1 shrinks at the speed $0.2+0.8\cos^2(2\theta)$, where $\theta$ is the angle of the normal and the largest speed is 1. Equation~\eqref{eq:aniso} predicts a lifetime of 1. The computed values are 0.970 and 0.985 for grid spacings of 0.02 and 0.01; the shortfall halves with the spacing. A disc shrinking at the angular mean speed would last 1.667. At time 0.5 the area computed on the finer grid is 0.949. This is about 1\% below the exact value of 0.958, which follows from intersecting the half-planes $\mathbf x\cdot\mathbf n\le1-v(\mathbf n)t$ for all directions. Both values lie between the inner disc's 0.785 and the outer square's 1.000.

\section{Curvature}

A small pocket has an additional reason to shrink: its interface costs energy. Let $g$ be the free energy released per atom at a planar interface and $\sigma$ the interface energy per area, taken as isotropic. Removing one atom changes the volume by $-\Omega$. Since
\begin{equation}
\frac{dA}{dV}=\frac{8\pi r\,dr}{4\pi r^2\,dr}=\frac{2}{r},
\end{equation}
the interface energy falls by $2\sigma\Omega/r$, and the total driving energy is
\begin{equation}
\Delta(r)=g+\frac{2\sigma\Omega}{r}.
\end{equation}

The kinetics needs one more assumption. The ratio of forward to backward rates is $e^{\Delta/k_BT}$, but this does not say which of the two rates changes with curvature. If the forward rate is fixed, the net rate is proportional to $1-e^{-\Delta/k_BT}$. If $\Delta$ lowers the forward barrier and raises the backward barrier by equal halves, the net rate is proportional to
\begin{equation}
e^{\Delta/2k_BT}-e^{-\Delta/2k_BT}=2\sinh\frac{\Delta}{2k_BT}.
\end{equation}
Normalised to the planar speed, the two forms are
\begin{align}
F_1(r)&=\frac{1-e^{-\Delta(r)/k_BT}}{1-e^{-g/k_BT}},\\
F_2(r)&=\frac{\sinh[\Delta(r)/2k_BT]}{\sinh[g/2k_BT]}.
\end{align}
With speed $vF(r)$ and the substitution $r=r_0x$,
\begin{equation}
\tau_c=\int_0^{r_0}\frac{dr}{vF(r)}
=\frac{r_0}{v}\int_0^1\frac{dx}{F(r_0x)} .
\label{eq:curved}
\end{equation}
Both forms exceed 1 and fall towards 1 as $r$ grows. The last integral is therefore below 1 and increases with $r_0$. Curvature shortens the lifetime, and doubling the radius more than doubles it. For large $r_0$ the integral tends to 1 and the simple law returns.

For the example, take the rough values $\sigma=0.4$ J/m$^2$ and $g=0.10$ eV per atom. At 3 nm curvature adds 0.033 eV per atom, a third of the planar driving energy. With the fixed forward rate the lifetime is 17 s, and a pocket of 6 nm lasts 36 s. With the shared barrier the values are 9.3 s and 25 s. The integrals start at 0.01 nm; the omitted piece is at most $0.01/0.1462=0.07$ s.

The planar speed is held fixed in this comparison. The difference between 17 s and 9.3 s comes from the assumed barrier response, which the driving energy alone cannot determine. Nearly half of the shortening at 3 nm comes from radii below 1 nm, where a macroscopic interface energy is itself doubtful. These values therefore give only a rough size of the effect and do not replace an atomistic calculation.

\section{Atoms leaving one at a time}

The continuum also fails when few atoms remain. A simple discrete model keeps the area law but lets $n$ atoms become $n-1$ in independent, random events. The area of a sphere containing $n$ atoms is
\begin{equation}
A_n=4\pi\left(\frac{3\Omega n}{4\pi}\right)^{2/3}
=A_1n^{2/3},\qquad A_1=(36\pi\Omega^2)^{1/3}.
\end{equation}
The waiting time at each $n$ is exponential with mean $1/(kA_1n^{2/3})$. The mean lifetime is the sum of these means:
\begin{equation}
\langle\tau\rangle=\frac{1}{kA_1}\sum_{n=1}^{N_0}n^{-2/3}.
\end{equation}
Replacing the sum by an integral from 0 to $N_0$ gives $3N_0^{1/3}/(kA_1)$, which is the continuum lifetime $\tau$. The Euler--Maclaurin expansion supplies the correction,
\begin{equation}
\sum_{n=1}^{N_0}n^{-2/3}
=3N_0^{1/3}+\zeta\!\left(\tfrac23\right)+\frac{1}{2N_0^{2/3}}+\cdots,
\end{equation}
where the constant $\zeta(2/3)=-2.4476$ is the Riemann zeta function. Division by $3N_0^{1/3}$ yields
\begin{equation}
\frac{\langle\tau\rangle}{\tau}
=1+\frac{\zeta(2/3)}{3N_0^{1/3}}+\frac{1}{6N_0}+\cdots .
\end{equation}
To leading order the correction is a fixed time, $\zeta(2/3)/(kA_1)$, independent of the initial size. Its relative weight falls as $1/r_0$.

Independent waiting times have additive variances, and the variance of an exponential time is the square of its mean. Thus
\begin{equation}
\operatorname{Var}(\tau)=\frac{1}{(kA_1)^2}
\sum_{n=1}^{N_0}n^{-4/3}.
\end{equation}
This sum converges as $N_0$ grows. The absolute spread therefore approaches a constant, while the spread relative to $\tau$ vanishes as $1/r_0$.

For 5655 atoms the mean is 19.6 s, or 0.954 of the continuum lifetime, and the standard deviation is 0.71 s. A sample of 1500 random histories gives 19.6 s and 0.69 s. The model has no backward steps, so neither its mean nor its spread is a full prediction for an interface at which atoms also return to the amorphous side.

\section{Comparison with real annealing}

The chosen temperature and planar speed lie in the usual range of solid-phase regrowth of silicon. The least secure assumption is that a pocket a few nanometres wide regrows at the planar speed. Small isolated pockets made by ions can recrystallise at temperatures well below those used for planar regrowth, which is consistent with lower effective barriers but does not prove them. At 823 K and fixed $v_0$, a barrier lower by 0.05 eV raises the speed by a factor of 2.02 and reduces the lifetime to 10 s. A reduction of 0.5 eV, taken as an illustration, would give a factor $e^{0.5/0.07092}$, about a thousand, and a lifetime near 0.02 s. The value of 20.5 s is thus a result for the planar-speed model and should not be used as a process time without a calibrated pocket speed.

Temperature control matters too. An increase of 10 K multiplies the speed by 1.58 and shortens the lifetime to 13 s. For a ramp at 50 K/s from 673 to 823 K, Eq.~\eqref{eq:ramp} gives a loss of 0.060 nm before the hold begins. This is 2\% of the initial radius and shortens the hold needed by $0.060/0.146=0.41$ s. A faster pocket process would raise this loss as well, and the ramp could then consume the whole pocket.

For isolated pockets at constant temperature, the lifetime in Eq.~\eqref{eq:result} is adequate when the speed has been calibrated on pockets of similar size and the curvature and single-atom corrections over the size range are small. The radius law in the same equation also requires a speed that is nearly equal in all directions. If mean lifetimes of different sizes depart from a common ratio $\tau/r_0$ at the same temperature by more than the single-atom correction, a radius-dependent speed, as in Eq.~\eqref{eq:curved}, is one extension to test.

\section*{Calculated quantities}
\begin{verbatim}
temperature: 823 K; kB*T: 0.07092 eV
speed prefactor: 5.0e+15 nm/s
regrowth barrier: 2.70 eV
volume per atom: 0.020 nm^3
initial radius: 3.0 nm
initial atom number: 5655
interface speed: 0.1462 nm/s
areal rate k: 7.312 atoms/(nm^2 s)
lifetime: 20.51 s = 0.342 min
at 0.25 lifetime (5.13 s): radius 2.250 nm, atoms 2386
at 0.50 lifetime (10.26 s): radius 1.500 nm, atoms 707
at 0.75 lifetime (15.39 s): radius 0.750 nm, atoms 88
largest radius error of ODE test: 6.2e-11 nm
quadrature lifetime, radius 1.5 nm: 10.26 s
quadrature lifetime, radius 3.0 nm: 20.51 s
quadrature lifetime, radius 6.0 nm: 41.03 s
zeta(2/3): -2.4476
single-atom mean lifetime, exact sum: 19.58 s
single-atom mean / continuum: 0.9542
single-atom standard deviation: 0.711 s
sampled mean, 1500 pockets: 19.58 s
sampled standard deviation: 0.690 s
directional 2D test: radius 1, largest speed 1 (no units)
  lifetime, spacing 0.02: 0.970
  lifetime, spacing 0.01: 0.985
  lifetime if mean speed ruled: 1.667
  area at time 0.5: 0.949
  inner circle and outer square: 0.785, 1.000
cube/sphere volume bound: 1.910
interface energy: 0.4 J/m^2
planar driving energy: 0.10 eV/atom
curvature energy at 3 nm: 0.0333 eV/atom
curved lifetime, fixed forward rate, 3 nm: 16.93 s
curved lifetime, fixed forward rate, 6 nm: 35.77 s
curved lifetime, shared barrier, 3 nm: 9.29 s
curved lifetime, shared barrier, 6 nm: 25.31 s
speed factor for +10 K: 1.579
speed factor for -0.05 eV barrier: 2.024
radius lost in ramp 673 to 823 K at 50 K/s: 0.0601 nm
\end{verbatim}
